# The Landé g-factor from the projection theorem for vector operators: a program that tests the result

```python
"""
Lande factor from the projection theorem.

Result under test: inside a level of sharp L, S, J > 0 the operator
V = gL*L + gS*S acts as gJ*J, where
  gJ = gL*[J(J+1)+L(L+1)-S(S+1)]/[2J(J+1)]
     + gS*[J(J+1)+S(S+1)-L(L+1)]/[2J(J+1)].
L, S, J = L + S: orbital, spin, total angular momentum (units of hbar).
gL, gS: orbital and spin g-factors. M: eigenvalue of Jz.
The multiplets are found numerically by diagonalizing J^2 in the
product basis |ML>|MS>. Energies are in hartree.
"""
from fractions import Fraction
import numpy as np
from scipy.constants import physical_constants as pc


def angular_momentum(j):
    """Matrices (x, y, z) for quantum number j, from the ladder rule."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(raising + raising.T) / 2,
                     (raising - raising.T) / 2j,
                     np.diag(m)], dtype=complex)


def term_operators(L, S):
    l, s = angular_momentum(L), angular_momentum(S)
    Lv = np.array([np.kron(c, np.eye(s.shape[1])) for c in l])
    Sv = np.array([np.kron(np.eye(l.shape[1]), c) for c in s])
    return Lv, Sv, Lv + Sv


def dot(a, b):
    return sum(a[i] @ b[i] for i in range(3))


def comm(a, b):
    return a @ b - b @ a


def multiplet(Jv, J):
    """Orthonormal columns spanning the eigenspace J^2 = J(J+1)."""
    values, vectors = np.linalg.eigh(dot(Jv, Jv))
    U = vectors[:, np.abs(values - J * (J + 1)) < 1e-6]
    assert U.shape[1] == int(round(2 * J)) + 1
    return U


def state_projector(Jv, J, M):
    """Projector on the single state |J M>."""
    U = multiplet(Jv, J)
    mask = np.isclose(np.diag(Jv[2]).real, M)
    return (U @ U.conj().T) * np.outer(mask, mask)


def mean(Jv, J, M, operator):
    return np.trace(state_projector(Jv, J, M) @ operator).real


def lande(L, S, J, gL, gS):
    j, l, s = J * (J + 1), L * (L + 1), S * (S + 1)
    return (gL * (j + l - s) + gS * (j + s - l)) / (2 * j)


def m_values(J):
    return J - np.arange(int(round(2 * J)) + 1)


g_free = abs(pc['electron g factor'][0])
g_pairs = [(1.0, 2.0), (1.0, g_free), (0.6, -1.3)]
levels_tested = 0
largest_error = 0.0

for L in range(4):
    for S in (0, 0.5, 1, 1.5, 2):
        Lv, Sv, Jv = term_operators(L, S)
        LS = dot(Lv, Sv)
        cross = np.array([Lv[(i + 1) % 3] @ Sv[(i + 2) % 3]
                          - Lv[(i + 2) % 3] @ Sv[(i + 1) % 3]
                          for i in range(3)])
        # A composite vector operator, to test the theorem beyond L and S.
        composite = np.array([Lv[i] + 0.7 * Sv[i] + 0.3 * cross[i]
                              + 0.2 * (LS @ Lv[i] + Lv[i] @ LS)
                              for i in range(3)])
        J_plus = Jv[0] + 1j * Jv[1]
        for V in (Lv, Sv, composite):
            V_plus = V[0] + 1j * V[1]
            assert np.allclose(comm(Jv[2], V[2]), 0, atol=1e-10)
            assert np.allclose(comm(J_plus, V[2]), -V_plus, atol=1e-10)
            assert np.allclose(comm(J_plus, V_plus), 0, atol=1e-10)
            assert np.allclose(comm(Jv[0], V[1]), 1j * V[2], atol=1e-10)

        for J in np.arange(abs(L - S), L + S + 0.5):
            U = multiplet(Jv, J)

            def block(A):
                return U.conj().T @ A @ U

            if J == 0:
                for i in range(3):
                    assert np.allclose(block(Lv[i]), 0, atol=1e-10)
                    assert np.allclose(block(Sv[i]), 0, atol=1e-10)
                    assert np.allclose(block(composite[i]), 0, atol=1e-10)
                continue

            # Scalar products with J take the values used for gJ.
            j, l, s = J * (J + 1), L * (L + 1), S * (S + 1)
            one = np.eye(U.shape[1])
            assert np.allclose(block(dot(Lv, Jv)), (j + l - s) / 2 * one,
                               atol=1e-9)
            assert np.allclose(block(dot(Sv, Jv)), (j + s - l) / 2 * one,
                               atol=1e-9)

            # Projection theorem for the composite operator.
            ratio = np.trace(block(dot(composite, Jv))) / (len(one) * j)
            for i in range(3):
                assert np.allclose(block(composite[i]), ratio * block(Jv[i]),
                                   atol=1e-9)

            # Magnetic moment: every component, signed means, eigenvalues.
            for gL, gS in g_pairs:
                V = gL * Lv + gS * Sv
                g = lande(L, S, J, gL, gS)
                for i in range(3):
                    assert np.allclose(block(V[i]), g * block(Jv[i]),
                                       atol=1e-9)
                for M in m_values(J):
                    assert abs(mean(Jv, J, M, V[2]) - g * M) < 1e-9
                found = np.linalg.eigvalsh(block(V[2]))
                error = np.max(np.abs(found - np.sort(g * m_values(J))))
                largest_error = max(largest_error, error)
                assert error < 1e-9
            levels_tested += 1

print(f"levels with J > 0 tested: {levels_tested}")
print(f"(gL, gS) pairs tested per level: {len(g_pairs)}")
print(f"largest eigenvalue error (dimensionless): {largest_error:.1e}")
print(f"free-electron gS: {g_free:.8f}")

# Doublet P term: the projected block against the whole operator.
L, S = 1, 0.5
Lv, Sv, Jv = term_operators(L, S)
moment = Lv[2] + 2 * Sv[2]
whole = np.linalg.eigvalsh(moment)
assert not np.allclose(comm(dot(Jv, Jv), moment), 0)
print("doublet P, eigenvalues of whole Lz+2Sz:", np.round(whole, 6) + 0.0)
for J in (1.5, 0.5):
    U = multiplet(Jv, J)
    inside = np.linalg.eigvalsh(U.conj().T @ moment @ U)
    print(f"  eigenvalues inside J={J}:", np.round(inside, 6) + 0.0)
print("means in |J M> (units of hbar):")
for J in (1.5, 0.5):
    for M in m_values(J):
        if M > 0:
            lz, sz = mean(Jv, J, M, Lv[2]), mean(Jv, J, M, Sv[2])
            print(f"  J={J} M={M}: <Lz>={lz:.6f} <Sz>={sz:.6f} "
                  f"<Lz+2Sz>={lz + 2 * sz:.6f}")

# Factors obtained from the numerical state M = J.
print("gJ from matrices: gS=2 (fraction), gS=free electron")
for L_, S_, J_ in [(1, .5, .5), (1, .5, 1.5), (2, .5, 1.5), (2, .5, 2.5),
                   (1, 1, 1), (1, 1, 2), (2, 1.5, .5)]:
    l_, s_, j_ = term_operators(L_, S_)
    g2, gf = [mean(j_, J_, J_, l_[2] + gs * s_[2]) / J_
              for gs in (2.0, g_free)]
    fraction = Fraction(g2).limit_denominator(100)
    print(f"  L={L_} S={S_} J={J_}: {g2 + 0.0:.6f} ({fraction}), {gf:.6f}")

# Coupling between the two J levels of the doublet P term.
for M in (0.5, -0.5):
    upper = state_projector(Jv, 1.5, M)
    lower = state_projector(Jv, 0.5, M)
    coupling = np.linalg.norm(upper @ moment @ lower)
    assert abs(coupling - np.sqrt(2) / 3) < 1e-10
    for gL, gS in g_pairs:
        general = np.linalg.norm(upper @ (gL * Lv[2] + gS * Sv[2]) @ lower)
        assert abs(general - abs(gS - gL) * np.sqrt(2) / 3) < 1e-10
print(f"coupling of J=3/2 and J=1/2 by Lz+2Sz, |M|=1/2: {coupling:.6f}")

# Finite field: spin-orbit plus Zeeman Hamiltonian, gL = 1 and gS = 2.
mu_B = pc['Bohr magneton'][0] / pc['atomic unit of mag. dipole mom.'][0]
assert abs(mu_B - 0.5) < 1e-8
spacing = 1.0e-3
field = 1.0e-5
A = spacing / (L + S)
zero_field = {1.5: A / 2, 0.5: -A}


def exact_shift(J, M, B):
    """Shift of the level that starts as |J M> at zero field."""
    H = A * dot(Lv, Sv) + mu_B * B * moment
    keep = np.isclose(np.diag(Jv[2]).real, M)
    energies = np.linalg.eigvalsh(H[np.ix_(keep, keep)])
    energy = energies[-1] if J == 1.5 else energies[0]
    return energy - zero_field[J]


tesla = pc['atomic unit of mag. flux density'][0]
hartree_eV = pc['Hartree energy in eV'][0]
print(f"Bohr magneton: {mu_B:.6f} a.u.")
print(f"fine-structure spacing: {spacing:.3e} hartree")
print(f"field: {field:.3e} a.u. = {field * tesla:.4f} T")
print(f"mu_B*B: {mu_B * field:.4e} hartree")
print("shifts in hartree: first order, full diagonalization, difference")
for J in (1.5, 0.5):
    for M in m_values(J):
        first = lande(L, S, J, 1, 2) * mu_B * field * M
        full = exact_shift(J, M, field)
        rest = full - first
        if abs(M) == 1.5:
            assert abs(rest) < 1e-16
            rest = 0.0 if abs(rest) < 1e-16 else rest
        else:
            sign = 1 if J == 1.5 else -1
            quadratic = sign * 2 / 9 * (mu_B * field) ** 2 / spacing
            assert abs(rest / quadratic - 1) < 5e-3
            half = exact_shift(J, M, field / 2) - first / 2
            assert abs(rest / half - 4) < 0.02
        print(f"  J={J} M={M:+.1f}: {first:+.5e} {full:+.5e} {rest:+.3e}")
quadratic_size = 2 / 9 * (mu_B * field) ** 2 / spacing
print(f"quadratic formula, size: {quadratic_size:.4e} hartree")
for J in (1.5, 0.5):
    step = lande(L, S, J, 1, 2) * mu_B * field
    print(f"first-order spacing J={J}: {step:.5e} hartree = "
          f"{step * hartree_eV * 1e6:.3f} micro-eV")
transverse_size = 10.0
diamagnetic = field ** 2 * transverse_size / 8
assert diamagnetic < 0.1 * quadratic_size
print(f"assumed <x^2+y^2>: {transverse_size:.1f} bohr^2")
print(f"diamagnetic estimate: {diamagnetic:.3e} hartree")

print("success")
```

It prints:

```
levels with J > 0 tested: 44
(gL, gS) pairs tested per level: 3
largest eigenvalue error (dimensionless): 7.1e-15
free-electron gS: 2.00231930
doublet P, eigenvalues of whole Lz+2Sz: [-2. -1.  0.  0.  1.  2.]
  eigenvalues inside J=1.5: [-2.       -0.666667  0.666667  2.      ]
  eigenvalues inside J=0.5: [-0.333333  0.333333]
means in |J M> (units of hbar):
  J=1.5 M=1.5: <Lz>=1.000000 <Sz>=0.500000 <Lz+2Sz>=2.000000
  J=1.5 M=0.5: <Lz>=0.333333 <Sz>=0.166667 <Lz+2Sz>=0.666667
  J=0.5 M=0.5: <Lz>=0.666667 <Sz>=-0.166667 <Lz+2Sz>=0.333333
gJ from matrices: gS=2 (fraction), gS=free electron
  L=1 S=0.5 J=0.5: 0.666667 (2/3), 0.665894
  L=1 S=0.5 J=1.5: 1.333333 (4/3), 1.334106
  L=2 S=0.5 J=1.5: 0.800000 (4/5), 0.799536
  L=2 S=0.5 J=2.5: 1.200000 (6/5), 1.200464
  L=1 S=1 J=1: 1.500000 (3/2), 1.501160
  L=1 S=1 J=2: 1.500000 (3/2), 1.501160
  L=2 S=1.5 J=0.5: -0.000000 (0), -0.002319
coupling of J=3/2 and J=1/2 by Lz+2Sz, |M|=1/2: 0.471405
Bohr magneton: 0.500000 a.u.
fine-structure spacing: 1.000e-03 hartree
field: 1.000e-05 a.u. = 2.3505 T
mu_B*B: 5.0000e-06 hartree
shifts in hartree: first order, full diagonalization, difference
  J=1.5 M=+1.5: +1.00000e-05 +1.00000e-05 +0.000e+00
  J=1.5 M=+0.5: +3.33333e-06 +3.33888e-06 +5.546e-09
  J=1.5 M=-0.5: -3.33333e-06 -3.32777e-06 +5.565e-09
  J=1.5 M=-1.5: -1.00000e-05 -1.00000e-05 +0.000e+00
  J=0.5 M=+0.5: +1.66667e-06 +1.66112e-06 -5.546e-09
  J=0.5 M=-0.5: -1.66667e-06 -1.67223e-06 -5.565e-09
quadratic formula, size: 5.5556e-09 hartree
first-order spacing J=1.5: 6.66667e-06 hartree = 181.409 micro-eV
first-order spacing J=0.5: 3.33333e-06 hartree = 90.705 micro-eV
assumed <x^2+y^2>: 10.0 bohr^2
diamagnetic estimate: 1.250e-10 hartree
success
```
